# Copper area left in a trench with a three-sided liner

## Problem

A trench of square cross-section, 20 nm wide and 20 nm deep, is etched into an insulator. Before copper is deposited, the floor and both side walls are coated with a barrier liner 2 nm thick, which keeps copper from diffusing into the insulator. The liner conducts poorly compared with copper. Copper fills the remaining space and is polished flush with the mouth of the trench.

Show that copper occupies 72 percent of the trench area. Then find what this loss does to the resistance of the wire, and judge which neglected effects matter.

The 20 nm refers to the etched opening, so the liner takes its space from inside it. The liner thickness is measured perpendicular to each wall. Any cap placed later on top of the copper lies above the mouth and takes no trench area.

## A tempting solution

The liner covers three walls, each 20 nm long in cross-section. Each wall carries a strip 2 nm thick, so the liner area seems to be

\[
3\times 20\ \text{nm}\times 2\ \text{nm}=120\ \text{nm}^2 .
\]

The trench area is \(20\ \text{nm}\times20\ \text{nm}=400\ \text{nm}^2\). The copper fraction would then be

\[
1-\frac{120}{400}=0.70 .
\]

This is 70 percent, not 72.

## Where it fails

The floor strip runs from one side wall to the other, and each side strip runs from the floor to the mouth. In each lower corner, the square 2 nm by 2 nm belongs to both a side strip and the floor strip. The sum has counted it twice, although it holds liner material once. The two squares have the combined area

\[
2\times(2\ \text{nm})^2=8\ \text{nm}^2 .
\]

The true liner area is therefore \(120-8=112\ \text{nm}^2\), which is 28 percent of the trench. The missing two percentage points are the two corner squares: \(8/400=0.02\).

## The right solution

It is safer to find the copper directly. Let the trench have width \(W\) and depth \(H\), and let the liner have thickness \(t\). A point in the trench belongs to the copper if it is farther than \(t\) from all three walls. The two side walls remove \(t\) each from the width, and the floor removes \(t\) from the height. Nothing is removed at the open top. What remains is a rectangle with sides

\[
a=W-2t,\qquad b=H-t .
\]

Dividing its area by \(WH\) gives the copper fraction

\[
f=\frac{(W-2t)(H-t)}{WH}
=\left(1-\frac{2t}{W}\right)\left(1-\frac{t}{H}\right).
\]

This holds for \(2t<W\) and \(t<H\); otherwise the liner fills the trench. For the given trench, \(a=16\) nm and \(b=18\) nm, so

\[
f=\frac{16\times18}{20\times20}=\frac{288}{400}=0.72 ,
\]

as was to be shown. As a separate check, the trench was divided into \(1000\times1000\) cells, and those whose centres lie farther than 2 nm from every wall were counted. They cover 288.000 nm².

Multiplying out the product shows how the two solutions are related:

\[
f=1-\frac{2t}{W}-\frac{t}{H}+\frac{2t^2}{WH}.
\]

The first three terms are the strip estimate. The last term restores the doubly subtracted corners. It is of second order in \(t\), so the tempting solution is good for a very thin liner and worsens as the liner takes a larger share of the trench.

## Smaller trenches and imperfect shapes

If the trench shrinks while the liner stays 2 nm thick, the loss grows. For a square trench 10 nm wide,

\[
f=\left(1-\frac{4}{10}\right)\left(1-\frac{2}{10}\right)=0.6\times0.8=0.48 .
\]

Less than half of the area is copper. If the liner were thinned in proportion to the trench, \(t/W\) and \(t/H\) would not change, and neither would \(f\).

The effect of a small thickness error follows from the derivative at fixed \(W\) and \(H\):

\[
\frac{df}{dt}=-\frac{2}{W}-\frac{1}{H}+\frac{4t}{WH}
=(-0.10-0.05+0.02)\ \text{nm}^{-1}=-0.13\ \text{nm}^{-1}.
\]

An extra 0.5 nm of liner should thus cost about 6.5 percentage points. The full formula with \(t=2.5\) nm gives 65.6 percent, a loss of 6.4 points.

Etched walls may also lean, so that the trench narrows towards the floor. Let each wall make an angle \(\delta\) with the vertical, with the mouth width \(W\) and the depth \(H\) held fixed. At height \(y\) above the floor, the trench width is \(W-2(H-y)\tan\delta\). A layer of perpendicular thickness \(t\) on a leaning wall has the horizontal thickness \(t/\cos\delta\). The copper width at height \(y\) is therefore

\[
w(y)=W-2(H-y)\tan\delta-\frac{2t}{\cos\delta}.
\]

Copper extends from \(y=t\) to \(y=H\). Since \(w\) is linear in \(y\), its mean is its value halfway up, where \(H-y=(H-t)/2\). The copper area is

\[
(H-t)\left[W-(H-t)\tan\delta-\frac{2t}{\cos\delta}\right].
\]

The same argument with \(t=0\) gives the trench area \(H(W-H\tan\delta)\). For \(\delta=2^\circ\), the ratio of the two areas is 71.7 percent. A lean of this size changes the fraction much less than half a nanometre of liner does. It also makes the trench itself smaller, however. The copper area falls from 288 to about 277 nm², or by 4 percent, while the thicker liner in the upright trench lowers it to 262.5 nm², or by 9 percent.

## From area to resistance

For a uniform wire of resistivity \(\rho\) and area \(A\), the resistance per length is \(\rho/A\). Take the rough room-temperature value \(\rho_0=1.7\ \mu\Omega\,\text{cm}=1.7\times10^{-8}\ \Omega\,\text{m}\) for bulk copper, and ignore current in the liner for now. The lined wire then has

\[
\frac{1.7\times10^{-8}\ \Omega\,\text{m}}{288\times10^{-18}\ \text{m}^2}
=5.90\times10^{7}\ \Omega/\text{m}=59.0\ \Omega/\mu\text{m}.
\]

A trench of the same size filled with copper alone would have 42.5 Ω/µm. This unlined wire is a reference for comparison, since it has no barrier. The ratio is \(1/f=1.389\): a 28 percent loss of area raises the resistance by 39 percent.

This step assumes that copper in the trench has its bulk resistivity. The bulk mean free path \(L\) of the electrons is roughly 40 nm, longer than either side of the copper, so the assumption needs to be examined.

### Conductivity from electron displacements

Let the field \(E\) point along the wire, let the electron charge be \(-e\), and let \(u\) be the cosine of the angle between an electron's velocity and the wire. Suppose that a randomising collision returns electrons to the equilibrium occupation \(f_0(\varepsilon)\). An electron that has since moved a distance \(X\) along the field has gained the energy \(-eEX\). If its energy is now \(\varepsilon\), it was \(\varepsilon+eEX\) just after that collision. To first order in the field, the present occupation is

\[
f_0(\varepsilon)+eE\,\langle X\rangle\,\frac{df_0}{d\varepsilon}.
\]

The current density sums \(-e\,v\,u\) over the occupied states, where \(v\) is the speed. The equilibrium part cancels between opposite directions. The factor \(-df_0/d\varepsilon\) selects electrons at the Fermi energy, with speed \(v_F\) and density of states \(N\) per volume. For a spherical Fermi surface, this leaves

\[
j=e^2Nv_F\langle uX\rangle E .
\]

In the bulk, the mean displacement for direction \(u\) is \(uL\), and \(\langle u^2\rangle=1/3\), so \(\langle uX\rangle=L/3\). The ratio of wire conductivity \(\sigma\) to bulk conductivity \(\sigma_0\) is therefore

\[
\frac{\sigma}{\sigma_0}=\frac{3\langle uX\rangle}{L}.
\]

Here \(X\) belongs to the past path. Reversing the motion turns it into a future path and changes the signs of both \(u\) and \(X\), so the average may equally be taken over future paths.

### Walls and grain boundaries

Three things limit the displacement.

- **Bulk collisions.** An electron travels a path \(s\) without one with probability \(e^{-s/L}\).
- **Walls.** All four faces of the copper are assumed to randomise every electron that hits them. Let \(n_x\) and \(n_y\) be the direction cosines across the wire. After path \(s\), the starting points still inside form a rectangle with sides \(a-s|n_x|\) and \(b-s|n_y|\). Their share is \((1-s|n_x|/a)(1-s|n_y|/b)\).
- **Grain boundaries.** They are taken to lie across the wire with mean spacing \(D\), and each reverses the motion along the wire with probability \(R\). Successive encounters are treated as independent, which is an approximation, because a reflected electron really returns to boundaries it has already passed. In a row of fixed barriers without interference, the added resistance grows as \(R/(1-R)\) instead of \(R\). For the value \(R=0.3\) used below, the boundary contribution is therefore about 30 percent too low. Reversals occur at the rate \(R|u|/D\) per path length. Each changes the direction cosine \(m\) to \(-m\), a change of \(-2m\), so its mean obeys \(dm/ds=-2R|u|m/D\) and decays as \(e^{-2R|u|s/D}\).

The mean displacement is the integral of the mean direction cosine over the surviving path. Hence

\[
\frac{\sigma}{\sigma_0}=\frac{3}{L}\left\langle u^2\int_0^{s_m}
e^{-s\left(\frac1L+\frac{2R|u|}{D}\right)}
\left(1-\frac{s|n_x|}{a}\right)\left(1-\frac{s|n_y|}{b}\right)ds\right\rangle ,
\]

where \(s_m\) is the path at which the first of the two brackets vanishes, and the average runs over all directions.

Without wall scattering, both brackets become 1 and the integral extends to infinity. It then equals \(L/(1+\beta|u|)\) with \(\beta=2RL/D\). Using

\[
\frac{u^2}{1+\beta u}=\frac{u}{\beta}-\frac{1}{\beta^2}+\frac{1}{\beta^2(1+\beta u)},
\]

the average over directions becomes

\[
\frac{\sigma}{\sigma_0}=3\int_0^1\frac{u^2\,du}{1+\beta u}
=3\left[\frac{1}{2\beta}-\frac{1}{\beta^2}+\frac{\ln(1+\beta)}{\beta^3}\right].
\]

With the rough values \(D=20\) nm and \(R=0.3\), \(\beta=1.2\) and the resistivity rises by the factor 1.87. Wall scattering alone gives 3.26 in the lined wire, and both together give 4.23. For both together, the integral yields \(\sigma/\sigma_0=0.2363\), while a simulation of 400,000 random flights gives \(0.2361\pm0.0008\). The agreement tests the integral, not the physical assumptions shared by both calculations.

### What the liner costs in this model

The copper resistivity is now 7.19 µΩ cm in the lined trench and 6.57 µΩ cm in the unlined one, with \(D\) and \(R\) held fixed. The lined copper is more resistive because its faces are closer together. The resistances are about 250 and 164 Ω/µm, and their ratio is

\[
\frac{7.19}{6.57}\times\frac{400}{288}=1.52 .
\]

In this model, the liner therefore raises the resistance by 52 percent, compared with 39 percent from area alone. The exact figure depends on how the grain boundaries are modelled. The copper area is still 72 percent; the extra increase comes from the change in resistivity.

The liner carries some current too. Copper and liner lie side by side under the same field, so their currents are proportional to area divided by resistivity. With a rough liner resistivity of 200 µΩ cm, the liner's share is

\[
\frac{112/200}{112/200+288/7.19}=0.014 .
\]

Ignoring 1.4 percent of the current is a small error beside the scattering effects.

### A warmer wire

Suppose the wire runs 80 K above room temperature. With a rough coefficient of 0.004 per K, the bulk resistivity rises by 32 percent. At fixed electron density this means that \(L\) falls by the factor 1.32, so \(\rho_0L\) stays constant. The wire resistivity is

\[
\rho=\frac{\rho_0}{\sigma/\sigma_0}=\frac{\rho_0L}{3\langle uX\rangle}.
\]

Temperature now enters through \(\langle uX\rangle\) alone. Walls and grain boundaries, held unchanged here, already limit that displacement, so shortening \(L\) has less effect than in the bulk. The calculated resistance of the lined wire rises by only about 7 percent.

## Comparison with real wiring

The dimensions are in the range of narrow copper lines on chips. A real trench need not be exactly as deep as it is wide. A depth of 40 nm, with the same width and liner, would give \(f=0.8\times0.95=0.76\). Real liners need not be equally thick on floor and walls, and the 0.5 nm example shows how strongly thickness matters. The resistivities are less certain than the area, because \(D\), \(R\) and the condition of the copper faces depend on processing. If the faces reflected electrons like mirrors, \(u\) would be preserved at each wall hit, and the resistivity factor would fall from 4.23 to the grain-boundary value 1.87. The resistance ratio would then return to 1.389 at fixed \(D\) and \(R\). The 72 percent depends on none of these electrical parameters. It follows from a square trench and a uniform liner one tenth as thick as the trench is wide. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
Trench width and depth: 20 nm, 20 nm
Liner thickness: 2.0 nm
Copper width and height: 16 nm, 18 nm
Trench area: 400 nm^2
Copper area: 288 nm^2
Copper area by cell counting: 288.000 nm^2
Liner area: 112 nm^2
Three full strips: 120 nm^2
Corners counted twice: 8.000 nm^2
Copper fraction: 72.00 percent
Wrong fraction if overlap is forgotten: 70.00 percent
Copper fraction, 10 nm square trench, same liner: 48.00 percent
Copper fraction, 2.5 nm liner: 65.62 percent
Wall lean: 2.0 degrees
Copper fraction with leaning walls: 71.66 percent
Bulk copper resistivity (rough input): 1.7 uOhm cm
Liner resistivity (rough input): 200 uOhm cm
Bulk mean free path (rough input): 40 nm
Grain boundary spacing (rough input): 20 nm
Boundary reflection probability (rough input): 0.3
Resistance, unlined, bulk resistivity: 42.5 Ohm/um
Resistance, lined, bulk resistivity: 59.0 Ohm/um
Resistance ratio from area alone: 1.389
Resistivity factor, walls only: 3.26
Resistivity factor, grain boundaries only: 1.87
Resistivity factor, both: 4.23
Conductivity ratio, both, quadrature: 0.2363
Conductivity ratio, both, random flights: 0.2361 +/- 0.0008
Copper resistivity in lined trench: 7.19 uOhm cm
Copper resistivity in unlined trench: 6.57 uOhm cm
Resistance, unlined, with scattering: 164.3 Ohm/um
Resistance, lined, with scattering: 249.8 Ohm/um
Resistance ratio with scattering: 1.520
Share of current in liner: 1.38 percent
Temperature coefficient (rough input): 0.004 per K
Warming: 80 K
Bulk resistivity rise on warming: 32.0 percent
Lined wire resistance rise on warming: 7.0 percent
```
